# Lowering the Electron Barrier of a Graphene–MoS2 Contact by Doping Graphene: verification in Python

```python
"""Electron barrier at a graphene-MoS2 contact with fixed band alignment.

Result under test: barrier = offset - hbar*v*sqrt(pi*n), hence
reduction = hbar*v*sqrt(pi)*(sqrt(n_high)-sqrt(n_low)).
n: net graphene electron density; v: Dirac velocity;
offset: MoS2 conduction edge minus graphene Dirac energy.
Internal units: eV, nm, nm^-2. One nm^-2 equals 1e14 cm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# Inputs: rough typical values for a monolayer MoS2 contact.
velocity = 1.0e6                 # m/s
offset = 0.40                    # eV
n_low, n_high = 0.01, 0.05       # nm^-2
temperature = 300.0              # K
mass_ratio = 0.5                 # MoS2 electron mass / free mass
spacing = 0.5                    # nm, graphene to Mo plane
eps_rel = 2.0                    # effective value between the layers
puddle = 0.002                   # nm^-2
edge_width = 5.0                 # nm, assumed triangular edge barrier
lattice = 0.246                  # nm, graphene lattice constant

hv = const.hbar * velocity / const.e * 1e9
kT = const.k * temperature / const.e
charge_factor = const.e / const.epsilon_0 * 1e9   # V nm


def fermi_energy(n):
    return hv * np.sqrt(np.pi * n)


ef_low, ef_high = fermi_energy(n_low), fermi_energy(n_high)
phi_low, phi_high = offset - ef_low, offset - ef_high
reduction = hv * np.sqrt(np.pi) * (np.sqrt(n_high) - np.sqrt(n_low))
n_zero = offset**2 / (np.pi * hv**2)
assert phi_high > 0 and n_high < n_zero

# Count honeycomb-lattice states over the full Brillouin zone.
# Valley degeneracy is not inserted; only the spin factor is.
hopping = 2 * hv / (np.sqrt(3) * lattice)
cell_area = np.sqrt(3) * lattice**2 / 2


def band_energy(a, b):
    square = 3 + 2*np.cos(a) + 2*np.cos(b) + 2*np.cos(a - b)
    return hopping * np.sqrt(np.maximum(square, 0))


for a, b in [(0.3, 1.1), (2.0, -1.9), (-2.5, 0.7)]:
    hop = hopping * (1 + np.exp(1j*a) + np.exp(1j*b))
    matrix = np.array([[0, hop], [np.conj(hop), 0]])
    assert abs(np.linalg.eigvalsh(matrix)[1] - band_energy(a, b)) < 1e-10

grid = 3000
angles = 2 * np.pi * np.arange(grid) / grid
low_states = []
for block in np.array_split(angles, 30):
    energies = band_energy(block[:, None], angles[None, :])
    low_states.append(energies[energies < 0.7])
low_states = np.sort(np.concatenate(low_states))


def counted_fermi(n):
    occupied_k = int(round(n * grid**2 * cell_area / 2))
    return low_states[occupied_k]


tb_low, tb_high = counted_fermi(n_low), counted_fermi(n_high)
tb_reduction = tb_high - tb_low
# One per cent covers finite-grid counting and band curvature.
assert abs(tb_low / ef_low - 1) < 0.01
assert abs(tb_high / ef_high - 1) < 0.01
assert abs(tb_reduction - reduction) < 0.003
assert abs(counted_fermi(n_zero) / offset - 1) < 0.01


# Finite temperature at fixed net density (electrons minus holes).
def net_density(mu):
    def integrand(energy):
        dos = 2 * energy / (np.pi * hv**2)
        return dos * (expit((mu-energy)/kT) - expit((-mu-energy)/kT))
    return quad(integrand, 0, 1.5, points=[abs(mu)], limit=200)[0]


def thermal_mu(n):
    return brentq(lambda mu: net_density(mu) - n, 0.001, 0.6)


mu_low, mu_high = thermal_mu(n_low), thermal_mu(n_high)
for mu, ef in [(mu_low, ef_low), (mu_high, ef_high)]:
    sommerfeld = ef - np.pi**2 * kT**2 / (6 * ef)
    assert abs(mu - sommerfeld) < 0.0005
thermal_reduction = mu_high - mu_low

# MoS2 electron population: two spins and two valleys.
mos2_dos = (4 * mass_ratio * const.m_e / (2*np.pi*const.hbar**2)
            * const.e * 1e-18)


def mos2_density(phi):
    return mos2_dos * kT * np.logaddexp(0, -phi / kT)


for phi in (phi_low, phi_high):
    integral = quad(lambda e: mos2_dos * expit(-(e+phi)/kT), 0, 1.5,
                    epsabs=1e-13, limit=200)[0]
    assert abs(integral / mos2_density(phi) - 1) < 1e-5
boltzmann_gain = np.exp(reduction / kT)
population_gain = mos2_density(phi_high) / mos2_density(phi_low)
assert abs(population_gain / boltzmann_gain - 1) < 0.01


# Potential step between the layers from a one-dimensional Poisson solve.
def poisson_step(gate_position, added_density):
    h = 0.05
    z = np.arange(-80, 81) * h
    size = len(z)
    matrix = (np.diag(-2*np.ones(size)) + np.diag(np.ones(size-1), 1)
              + np.diag(np.ones(size-1), -1))
    source = np.zeros(size)
    strength = charge_factor * added_density / eps_rel * h
    source[np.argmin(abs(z - gate_position))] -= strength
    source[np.argmin(abs(z))] += strength
    matrix[0, :] = 0
    matrix[0, :2] = [-1, 1]       # zero field at the left end
    matrix[-1, :] = 0
    matrix[-1, -1] = 1            # potential reference at the right end
    potential = np.linalg.solve(matrix, source)
    return potential[np.argmin(abs(z-spacing))] - potential[np.argmin(abs(z))]


added = n_high - n_low
alignment_shift = charge_factor * added * spacing / eps_rel
step_mos2_gate = poisson_step(3.0, added)
step_graphene_gate = poisson_step(-3.0, added)
assert abs(step_mos2_gate - alignment_shift) < 1e-8
assert abs(step_graphene_gate) < 1e-8


# Gate on graphene side: MoS2 electrons raise their own band edge.
def charged_barrier(mu):
    def residual(phi):
        rise = charge_factor * mos2_density(phi) * spacing / eps_rel
        return phi - (offset - mu + rise)
    return brentq(residual, -0.2, 1.0)


charged_low, charged_high = charged_barrier(mu_low), charged_barrier(mu_high)
charged_reduction = charged_low - charged_high
charge_rise = charged_high - (offset - mu_high)
assert 0 < charge_rise < 0.01
assert abs(charged_reduction - reduction) < 0.1 * reduction

# Other uncertainties.
velocity_error = 0.1 * reduction
spread_low = (fermi_energy(n_low+puddle) - fermi_energy(n_low-puddle)) / 2
spread_high = (fermi_energy(n_high+puddle) - fermi_energy(n_high-puddle)) / 2


# Tunnelling at the Fermi level through a triangular edge barrier.
def tunnel_factor(phi):
    kappa = np.sqrt(2*mass_ratio*const.m_e*phi*const.e)/const.hbar*1e-9
    exponent = 4 * kappa * edge_width / 3
    numeric = 2 * quad(lambda x: kappa*np.sqrt(1-x/edge_width),
                       0, edge_width)[0]
    assert abs(numeric - exponent) < 1e-6
    return np.exp(-exponent)


tunnel_low, tunnel_high = tunnel_factor(phi_low), tunnel_factor(phi_high)

print(f"Dirac velocity: {velocity:.2e} m/s")
print(f"hbar times velocity: {hv:.4f} eV nm")
print(f"Band offset: {offset:.3f} eV")
print(f"Initial graphene density: {n_low*1e14:.2e} cm^-2")
print(f"Final graphene density: {n_high*1e14:.2e} cm^-2")
print(f"Initial Fermi wavevector: {np.sqrt(np.pi*n_low):.4f} nm^-1")
print(f"Final Fermi wavevector: {np.sqrt(np.pi*n_high):.4f} nm^-1")
print(f"Initial Fermi energy: {ef_low:.4f} eV")
print(f"Final Fermi energy: {ef_high:.4f} eV")
print(f"Fermi energy ratio: {ef_high/ef_low:.4f} (no unit)")
print(f"Initial barrier: {phi_low:.4f} eV")
print(f"Final barrier: {phi_high:.4f} eV")
print(f"Barrier reduction: {reduction:.4f} eV")
print(f"Barrier reduction in joules: {reduction*const.e:.3e} J")
print(f"Zero-barrier density: {n_zero*1e14:.3e} cm^-2")
print(f"Graphene lattice constant: {lattice:.3f} nm")
print(f"Lattice-model hopping: {hopping:.3f} eV")
print(f"Lattice-count grid: {grid} points per direction")
print(f"Lattice-count initial Fermi energy: {tb_low:.4f} eV")
print(f"Lattice-count final Fermi energy: {tb_high:.4f} eV")
print(f"Lattice-count reduction: {tb_reduction:.4f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT*1e3:.2f} meV")
print(f"Initial thermal chemical potential: {mu_low:.4f} eV")
print(f"Final thermal chemical potential: {mu_high:.4f} eV")
print(f"Reduction with temperature: {thermal_reduction:.4f} eV")
print(f"MoS2 mass ratio: {mass_ratio:.2f} (no unit)")
print(f"MoS2 density of states: {mos2_dos*1e14:.3e} eV^-1 cm^-2")
print(f"MoS2 density at initial barrier: {mos2_density(phi_low)*1e14:.2e} cm^-2")
print(f"MoS2 density at final barrier: {mos2_density(phi_high)*1e14:.2e} cm^-2")
print(f"Layer spacing: {spacing:.2f} nm")
print(f"Effective relative permittivity: {eps_rel:.2f} (no unit)")
print(f"Final barrier rise from MoS2 charge: {charge_rise*1e3:.2f} meV")
print(f"Initial barrier, thermal and charged: {charged_low:.4f} eV")
print(f"Final barrier, thermal and charged: {charged_high:.4f} eV")
print(f"Reduction, thermal and charged: {charged_reduction:.4f} eV")
print(f"Alignment shift, MoS2-side gate: {alignment_shift:.4f} eV")
print(f"Poisson step, MoS2-side gate: {step_mos2_gate:.4f} V")
print(f"Poisson step, graphene-side gate: {abs(step_graphene_gate):.4f} V")
print(f"Reduction change for 10% velocity: {velocity_error*1e3:.1f} meV")
print(f"Puddle density amplitude: {puddle*1e14:.1e} cm^-2")
print(f"Initial puddle energy half-spread: {spread_low*1e3:.1f} meV")
print(f"Final puddle energy half-spread: {spread_high*1e3:.1f} meV")
print(f"Boltzmann-factor gain: {boltzmann_gain:.0f} (no unit)")
print(f"MoS2 population gain: {population_gain:.0f} (no unit)")
print(f"Gain, thermal and charged: {np.exp(charged_reduction/kT):.0f} (no unit)")
print(f"Assumed edge-barrier width: {edge_width:.1f} nm")
print(f"Initial tunnelling factor: {tunnel_low:.2e} (no unit)")
print(f"Final tunnelling factor: {tunnel_high:.2e} (no unit)")
print(f"Initial Boltzmann factor: {np.exp(-phi_low/kT):.2e} (no unit)")
print(f"Final Boltzmann factor: {np.exp(-phi_high/kT):.2e} (no unit)")
print("success")
```

Printed output:

```
Dirac velocity: 1.00e+06 m/s
hbar times velocity: 0.6582 eV nm
Band offset: 0.400 eV
Initial graphene density: 1.00e+12 cm^-2
Final graphene density: 5.00e+12 cm^-2
Initial Fermi wavevector: 0.1772 nm^-1
Final Fermi wavevector: 0.3963 nm^-1
Initial Fermi energy: 0.1167 eV
Final Fermi energy: 0.2609 eV
Fermi energy ratio: 2.2361 (no unit)
Initial barrier: 0.2833 eV
Final barrier: 0.1391 eV
Barrier reduction: 0.1442 eV
Barrier reduction in joules: 2.310e-20 J
Zero-barrier density: 1.176e+13 cm^-2
Graphene lattice constant: 0.246 nm
Lattice-model hopping: 3.090 eV
Lattice-count grid: 3000 points per direction
Lattice-count initial Fermi energy: 0.1170 eV
Lattice-count final Fermi energy: 0.2608 eV
Lattice-count reduction: 0.1438 eV
Temperature: 300 K
Thermal energy: 25.85 meV
Initial thermal chemical potential: 0.1070 eV
Final thermal chemical potential: 0.2566 eV
Reduction with temperature: 0.1496 eV
MoS2 mass ratio: 0.50 (no unit)
MoS2 density of states: 4.177e+14 eV^-1 cm^-2
MoS2 density at initial barrier: 1.88e+08 cm^-2
MoS2 density at final barrier: 4.96e+10 cm^-2
Layer spacing: 0.50 nm
Effective relative permittivity: 2.00 (no unit)
Final barrier rise from MoS2 charge: 1.78 meV
Initial barrier, thermal and charged: 0.2930 eV
Final barrier, thermal and charged: 0.1452 eV
Reduction, thermal and charged: 0.1478 eV
Alignment shift, MoS2-side gate: 0.1810 eV
Poisson step, MoS2-side gate: 0.1810 V
Poisson step, graphene-side gate: 0.0000 V
Reduction change for 10% velocity: 14.4 meV
Puddle density amplitude: 2.0e+11 cm^-2
Initial puddle energy half-spread: 11.7 meV
Final puddle energy half-spread: 5.2 meV
Boltzmann-factor gain: 265 (no unit)
MoS2 population gain: 264 (no unit)
Gain, thermal and charged: 304 (no unit)
Assumed edge-barrier width: 5.0 nm
Initial tunnelling factor: 2.61e-06 (no unit)
Final tunnelling factor: 1.22e-04 (no unit)
Initial Boltzmann factor: 1.74e-05 (no unit)
Final Boltzmann factor: 4.60e-03 (no unit)
success
```
